# Counting Fourier transforms for Fock exchange in a plane-wave basis

## Problem

An insulating crystal is described in a plane-wave basis. The Brillouin zone is sampled by $N_k$ points. At each point $N_b$ bands are kept, of which the lowest $N_{\rm occ}$ are occupied. Products of functions are formed on a real-space grid with $N_g$ points per cell, and fast Fourier transforms (FFTs) connect this grid with reciprocal space.

(a) How many FFTs are needed to apply the Fock exchange operator once to all bands at all k-points?

(b) How does the number of arithmetic operations scale with $N_k$, $N_b$, $N_{\rm occ}$ and $N_g$?

(c) How does this compare with applying a semilocal Hamiltonian to the same bands?

(d) Evaluate the answers for a cubic cell of side 10 bohr, a kinetic-energy cutoff of 40 hartree, a $4\times4\times4$ mesh, 20 bands with 16 occupied, and 32 nonlocal projectors. Assume a computing speed of 10 Gflop/s, where one flop is one real addition or multiplication.

Hartree atomic units are used. The orbitals are held fixed during the application. One spin channel is treated, since exchange couples only orbitals of equal spin. The full mesh is used for both k-point indices, without symmetry reduction, and no pair of orbitals is neglected.

## Solution

### The operator on the grid

Let $\Omega$ be the cell volume. Write each orbital as

$$
\psi_{n\mathbf k}(\mathbf r)=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt{N_k\Omega}}\,u_{n\mathbf k}(\mathbf r),
\qquad
u_{n\mathbf k}(\mathbf r)=\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}.
$$

With $\sum_{\mathbf G}|c_{n\mathbf k}(\mathbf G)|^2=1$, the orbital is normalized over the volume $N_k\Omega$ of the periodic supercell that corresponds to the mesh. The exchange operator acts as

$$
(V_x\psi_{n\mathbf k})(\mathbf r)=-\sum_{m\mathbf q}^{\rm occ}\psi_{m\mathbf q}(\mathbf r)\int \psi^*_{m\mathbf q}(\mathbf r')\,v(\mathbf r-\mathbf r')\,\psi_{n\mathbf k}(\mathbf r')\,d\mathbf r' .
$$

The target orbital $n\mathbf k$ stands inside the integral. The integral therefore depends on both the target and the occupied orbital, and the procedure below evaluates it for every such pair. A local potential, by contrast, is the same function for all targets.

The product inside the integral is a pair density:

$$
\psi^*_{m\mathbf q}\psi_{n\mathbf k}=\frac{e^{i(\mathbf k-\mathbf q)\cdot\mathbf r}}{N_k\Omega}\,u^*_{m\mathbf q}u_{n\mathbf k},
\qquad
u^*_{m\mathbf q}u_{n\mathbf k}=\sum_{\mathbf G}\rho(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}.
$$

For one plane wave of wavevector $\mathbf p$, the substitution $\mathbf s=\mathbf r-\mathbf r'$ gives

$$
\int v(\mathbf r-\mathbf r')\,e^{i\mathbf p\cdot\mathbf r'}d\mathbf r'
=e^{i\mathbf p\cdot\mathbf r}\int v(\mathbf s)\,e^{-i\mathbf p\cdot\mathbf s}d\mathbf s
=e^{i\mathbf p\cdot\mathbf r}\,\tilde v(\mathbf p).
$$

The convolution has become a multiplication. Here $\mathbf p=\mathbf k-\mathbf q+\mathbf G$, so the potential of the pair has the periodic part

$$
w(\mathbf r)=\sum_{\mathbf G}\tilde v(\mathbf k-\mathbf q+\mathbf G)\,\rho(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}.
$$

Multiplication by $\psi_{m\mathbf q}$ restores the phase $e^{i\mathbf k\cdot\mathbf r}$. Once the common factor $e^{i\mathbf k\cdot\mathbf r}/\sqrt{N_k\Omega}$ is removed, the periodic part of the result is

$$
-\frac{1}{N_k\Omega}\sum_{m\mathbf q}^{\rm occ}u_{m\mathbf q}(\mathbf r)\,w_{m\mathbf q,n\mathbf k}(\mathbf r).
\tag{1}
$$

### A definite kernel

For the bare Coulomb interaction $\tilde v(\mathbf p)=4\pi/p^2$, which diverges when $\mathbf k=\mathbf q$ and $\mathbf G=0$. A treatment that assigns a finite value to this one entry leaves the number of transforms unchanged. The numerical checks use the short-range interaction $\mathrm{erfc}(\omega r)/r$, whose transform stays finite at $p=0$, although the interaction itself still behaves as $1/r$ at small $r$. Its transform follows from the angular integral and one integration by parts:

$$
\tilde v(p)=\frac{4\pi}{p}\int_0^\infty \mathrm{erfc}(\omega r)\sin(pr)\,dr
=\frac{4\pi}{p}\left[\frac1p-\frac{2\omega}{p\sqrt\pi}\int_0^\infty e^{-\omega^2r^2}\cos(pr)\,dr\right].
$$

The remaining integral is $(\sqrt\pi/2\omega)\,e^{-p^2/4\omega^2}$, so

$$
\tilde v(p)=\frac{4\pi}{p^2}\left(1-e^{-p^2/4\omega^2}\right),\qquad \tilde v(0)=\frac{\pi}{\omega^2}.
$$

The value at zero follows from $1-e^{-x}\approx x$ for small $x$.

### (a) The number of transforms

Equation (1) can be carried out in this order:

1. Bring all orbitals to the real-space grid and store them. This takes $N_kN_b$ transforms. The occupied orbitals are among these bands and need no transforms of their own.
2. For each target and each occupied orbital, form $u^*_{m\mathbf q}u_{n\mathbf k}$ point by point. Transform it to reciprocal space, multiply by $\tilde v$, and transform back. This takes two transforms per pair.
3. Multiply each pair potential by $u_{m\mathbf q}$ and add it to the sum for that target, still in real space.
4. Transform the finished sum for each target to reciprocal space. This takes another $N_kN_b$ transforms.

The potentials in step 2 cannot be added before they are transformed back, because each is multiplied by a different function $u_{m\mathbf q}(\mathbf r)$. After that multiplication they can be added, which is why step 4 needs one transform per target and not one per pair.

There are $N_kN_b$ targets and $N_kN_{\rm occ}$ occupied orbitals, hence $N_k^2N_bN_{\rm occ}$ pairs. The total is

$$
\boxed{N_{\rm FFT}=2N_k^2N_bN_{\rm occ}+2N_kN_b}
\tag{2}
$$

Equation (2) is the count for this procedure, in which every ordered pair receives its own Poisson solution; the results below that build on it share this assumption. It is not a minimum: whenever the target is itself occupied and is not the very orbital it is paired with, the symmetry derived under "Using each pair twice" lets one solution serve two pairs, which lowers the prefactor but not the scaling.

The storage assumed in step 1 matters. If the occupied orbital were transformed again for every pair, each pair would cost three transforms instead of two. The prefactor would change, but not the scaling.

### (b) The number of operations

Consider first a one-dimensional transform whose length $N$ is a power of two. It is assembled from the transforms $E_j$ and $O_j$ of the even and odd points:

$$
X_j=E_j+t_jO_j,\qquad X_{j+N/2}=E_j-t_jO_j,\qquad j=0,\dots,\tfrac N2-1,
$$

where $t_j$ is a phase factor. Each $j$ requires one complex multiplication, which is 6 real operations, and two complex additions or subtractions, which are 4 more. The $N/2$ values of $j$ thus cost $5N$ operations, and the total cost $C(N)$ obeys

$$
C(N)=2C(N/2)+5N,\qquad C(1)=0 .
$$

Halving $\log_2N$ times gives $C(N)=5N\log_2N$.

On a grid of $N_1N_2N_3=N_g$ points, the transforms along axis $i$ consist of $N_g/N_i$ lines, each costing $5N_i\log_2N_i$. The sum over the axes is

$$
5N_g(\log_2N_1+\log_2N_2+\log_2N_3)=5N_g\log_2N_g .
$$

This counts multiplications by trivial phases such as 1 at full price. Skipping $1$ and $-i$, and charging 4 operations for phases of the form $(\pm1-i)/\sqrt2$, lowers the count for $N=64$ from 1920 to 1296, so the operation totals and times below are high by about a factor of 1.5 relative to such a transform. The normalization of the transform is not counted, since it can be absorbed into the table of $\tilde v$ and the final prefactor.

The leading cost of exchange is therefore

$$
\boxed{C_x\simeq10\,N_k^2N_bN_{\rm occ}\,N_g\log_2N_g}
\tag{3}
$$

If the two band counts are not distinguished, this can be abbreviated as $N_k^2N_b^2N_g\log N_g$. The two band factors have different origins: one counts the bands acted upon, the other the occupied bands that make up the operator. They coincide if the operator is applied to occupied bands alone. If $N_{\rm occ}$ is a fixed fraction of $N_b$, the abbreviation gives the right power but not the prefactor. Adding empty bands at fixed $N_{\rm occ}$ raises the cost linearly, not quadratically.

### (c) Comparison with a semilocal Hamiltonian

Take a semilocal functional whose potential acts by multiplication in real space. Each orbital is brought to the grid, multiplied, and brought back. This takes

$$
N_{\rm FFT}^{\rm sl}=2N_kN_b
$$

transforms. The kinetic energy is diagonal in reciprocal space and needs none, and the nonlocal projectors are taken to be applied there too.

A hybrid Hamiltonian contains both a local potential and exchange. The local product can be added to the sum in step 3, so both parts share the outer transforms. Equation (2) then counts the complete hybrid application, and

$$
\boxed{\frac{N_{\rm FFT}}{N_{\rm FFT}^{\rm sl}}=1+N_kN_{\rm occ}}
\tag{4}
$$

Each target needs one Poisson solution for every occupied orbital in the whole supercell, and there are $N_kN_{\rm occ}$ of these. The number of target bands cancels. The mixing fraction of the hybrid does not appear either: a quarter of the exchange costs as much as all of it.

### A table of cases

| $N_k$ | $N_b$ | $N_{\rm occ}$ | FFTs, semilocal | FFTs, with exchange | Ratio |
|---:|---:|---:|---:|---:|---:|
| 1 | 3 | 2 | 6 | 18 | 3 |
| 2 | 3 | 2 | 12 | 60 | 5 |
| 2 | 5 | 3 | 20 | 140 | 7 |
| 4 | 4 | 2 | 32 | 288 | 9 |
| 64 | 20 | 16 | 2560 | 2 624 000 | 1025 |

The first four rows were counted while the operators were being applied in a small three-dimensional model crystal. The last row is evaluated from the formulas for part (d). In the four counted cases the resulting vectors were also compared with those from explicit operator matrices, built by direct sums over plane waves without any FFT. The largest difference, relative to the norm of the matrix result, was $2.6\times10^{-16}$, which is rounding error. The counts thus belong to a procedure that gives the correct operator. The numerical output is given below.

### How large must the grid be?

The value of $N_g$ follows from the basis. Suppose that along one axis the orbitals contain integer plane-wave indices from $-g$ to $g$. Their pair densities contain indices from $-2g$ to $2g$, which are $4g+1$ different values. A grid with $n$ points along the axis cannot distinguish two indices that differ by $n$. Therefore $n\ge4g+1$ keeps all components of the pair density apart, and each receives its own value of $\tilde v$.

The product of the pair potential with $u_{m\mathbf q}$ reaches index $3g$, which may exceed what the grid can represent. It does no harm: index $3g$ reappears at $3g-n\le-g-1$, outside the range kept in the basis. The negative end behaves in the same way.

The model crystal has $g=1$, so five points per axis should suffice. With five points the relative error of the exchange result was $6.5\times10^{-16}$. With four points it was $4.2\times10^{-2}$: almost all of it arises because index 3 of the final product reappears at $-1$, inside the basis. The indices 2 and $-2$ of the pair density also coincide, but this alone gives an error of only $4\times10^{-3}$, and none for $\mathbf k=\mathbf q$, where the even kernel assigns both indices the same value. The rule $n\ge4g+1$ guarantees an exact result within the basis. When $g$ is larger and the coefficients near the cutoff are small, a smaller grid can already give a small error.

### (d) The numerical estimate

The largest wavevector follows from $G_{\max}^2/2=40$ hartree:

$$
G_{\max}=\sqrt{80}=8.944\ \text{bohr}^{-1}.
$$

In units of $2\pi/10\ \text{bohr}^{-1}$ this is about 14.2. The mesh points shift the sphere of plane waves by at most half a unit, so the largest index is $g=14$. The grid rule asks for $4\times14+1=57$ points per axis. The next power of two is 64, which gives

$$
N_g=64^3=262\,144,\qquad \log_2N_g=18 .
$$

The number of pairs is $64^2\times20\times16=1\,310\,720$. Equation (2) gives

$$
N_{\rm FFT}=2\times1\,310\,720+2\times64\times20=2\,624\,000,
$$

compared with 2560 for the semilocal potential. The ratio is $1+64\times16=1025$.

One transform costs $5\times262\,144\times18=2.36\times10^7$ flop. The totals and the times at the assumed speed are

$$
\begin{aligned}
\text{with exchange:}\quad &6.19\times10^{13}\ \text{flop},\quad \text{about }6200\ \text{s}=1.7\ \text{h},\\
\text{semilocal:}\quad &6.04\times10^{10}\ \text{flop},\quad \text{about }6\ \text{s}.
\end{aligned}
$$

These times are for a single application to all bands. An iterative solution repeats the application, and its total time is multiplied accordingly. The speed is an assumption, and the time spent moving data through memory is not modelled. The ratio is more dependable than either time, because the same assumed speed enters both.

**Work outside the transforms.** For each pair and grid point, the pair density costs 6 operations, multiplication by the real kernel 2, multiplication by $u_{m\mathbf q}$ another 6, and accumulation 2. These 16 operations compare with $2\times5\times18=180$ for the two transforms. In total the pointwise work adds 8.9% to the exchange FFT work.

On the semilocal side, the local product costs 2 operations per grid point. The projectors need a complex multiplication and addition, 8 operations, for every projector and plane wave, once to form the overlaps and once to add the result. This is $16N_{\rm proj}N_{\rm pw}$ per orbital. At $\mathbf k=0$ there are $N_{\rm pw}=12\,053$ plane waves, close to the value 12 083 obtained from the volume of the sphere, $\Omega G_{\max}^3/6\pi^2$. Using this number at every k-point, the local product and projectors add 14.2% to the semilocal FFT work.

With these terms included, the hybrid-to-semilocal ratio falls from 1025 to 977. It falls because the relative addition to the cheap calculation is larger than that to the expensive one. Kinetic multiplication and orthogonalization are still left out. The estimate to retain is a factor of about a thousand, to within a factor of about 1.6. Using each pair of occupied orbitals twice, as described below, lowers the count to $1024\times1025+2\times256\times1024+2560=1\,576\,448$ transforms and the transform ratio to 616. Skipping grid lines that hold no plane waves helps the orbital transforms more than the pair transforms and raises the ratio to roughly 1600; both changes together give roughly 960.

## Limits and variations

**One k-point.** With $N_k=1$ and the same bands, the ratio is $1+16=17$. Most of the factor of a thousand thus comes from the mesh: each target interacts with the occupied orbitals at all 64 points, not just those at its own.

**A larger cell.** Let the cell double in volume at fixed cutoff. Then $N_b$, $N_{\rm occ}$ and $N_g$ double, and $\log_2N_g$ rises from 18 to 19. If $N_k$ is kept fixed, the leading exchange work grows by

$$
2\times2\times2\times\frac{19}{18}=8.44,
$$

and the semilocal FFT work by $2\times2\times19/18=4.22$. If $N_k$ is halved, so that the density of sampling stays the same, the factor $N_k^2$ contributes $1/4$ to the first and $N_k$ contributes $1/2$ to the second. Both then grow by 2.11. The ratio (4) stays the same because $N_kN_{\rm occ}$ does.

**Mesh or supercell.** The same physical system can be described by a supercell of $N_k$ cells with a single k-point. The number of orbitals, and hence of transforms, is the same, but each grid has $N_kN_g$ points. The FFT work is larger by the factor

$$
N_k\,\frac{\log_2(N_kN_g)}{\log_2N_g}.
$$

For two k-points and the $8\times8\times8$ grid of the model crystal, this is $2\times10/9=2.222$, which is also the ratio of the operations counted. The supercell result agreed with the explicit-matrix result for the two-point mesh to rounding error: the difference, relative to the norm of the matrix result, was $2.6\times10^{-16}$. The mesh is cheaper because a pair with wavevector difference $\mathbf k-\mathbf q$ has components only at $\mathbf k-\mathbf q+\mathbf G$. The supercell grid also carries the other wavevectors, where this pair density vanishes. The factor assumes complex transforms in both descriptions. If the Hamiltonian is real, the supercell orbitals at $\mathbf k=0$ can be chosen real, and transforms of real data roughly halve the supercell work.

**Using each pair twice.** Suppose that all targets are occupied and are treated together. Label the $M=N_kN_{\rm occ}$ orbitals by $i$ and $j$, and let $w_{ij}$ be the potential of $u_j^*u_i$. Exchanging the labels conjugates the pair density, so its coefficients become $\rho_{ij}(-\mathbf G)^*$, and reverses $\mathbf k-\mathbf q$. Renaming $\mathbf G\to-\mathbf G$ in the sum for $w_{ji}$ gives

$$
w_{ji}(\mathbf r)=\sum_{\mathbf G}\tilde v(\mathbf q-\mathbf k-\mathbf G)\,\rho_{ij}(\mathbf G)^*e^{-i\mathbf G\cdot\mathbf r}=w_{ij}(\mathbf r)^*,
$$

because $\tilde v$ is real and even. Only $M(M+1)/2$ pairs need a Poisson solution, and the count changes from $2M^2+2M$ to

$$
M(M+1)+2M .
$$

For $M=4$ this is 28 instead of 40. For large $M$ the saving approaches a factor of two, while the quadratic growth with $M$ remains.

**When the estimate fails.** The count rests on treating every pair on the full grid. If orbitals are localized so that distant pairs can be dropped, the number of pairs no longer grows as $N_k^2N_bN_{\rm occ}$. If the operator is replaced by a compressed representation, equation (2) does not describe the cost of applying that representation. In a metal, $N_{\rm occ}$ must be replaced by the number of bands with nonzero occupation, which may differ from one k-point to another; the product $N_kN_{\rm occ}$ then becomes a sum over the mesh.

## Values computed for the example and the checks

```
TEST CRYSTAL: grid 8x8x8, counts made by the running code
Nk=1 Nb=3 Nocc=2: FFTs semilocal 6, with exchange 18, ratio 3
Nk=2 Nb=3 Nocc=2: FFTs semilocal 12, with exchange 60, ratio 5
Nk=2 Nb=5 Nocc=3: FFTs semilocal 20, with exchange 140, ratio 7
Nk=4 Nb=4 Nocc=2: FFTs semilocal 32, with exchange 288, ratio 9
Largest relative error against explicit matrices: 2.6e-16
Exchange relative error with 4 points per axis (g=1): 4.2e-02
Exchange relative error with 5 points per axis (g=1): 6.5e-16
Supercell against 2-point mesh: relative difference 2.6e-16
Supercell FFT operations / mesh FFT operations: 2.222
Occupied bands only, M=4: FFTs 40, with pair symmetry 28
WORKED ESTIMATE: round model parameters
Cell side 10 bohr, cutoff 40 hartree, Gmax 8.944 bohr^-1
Nk 64, Nb 20, Nocc 16, projectors 32
Largest index g 14, needed points per axis 57, used 64
Ng 262144, log2 Ng 18
Plane waves at Gamma: counted 12053, sphere estimate 12083
Orbital pairs: 1310720
FFTs for exchange: 2624000
FFTs for semilocal potential: 2560
FFT-count ratio: 1025
Operations in one FFT: 2.359e+07 flop
Exchange FFT work: 6.191e+13 flop
Semilocal FFT work: 6.040e+10 flop
Assumed speed: 10 Gflop/s
Exchange FFT time: 6191 s = 1.72 h
Semilocal FFT time: 6.04 s
Pointwise work / exchange FFT work: 8.9 %
Local product and projectors / semilocal FFT work: 14.2 %
Hybrid/semilocal ratio with these extra terms: 977
Gamma-only FFT-count ratio: 17
Doubled cell, fixed Nk: exchange FFT work x 8.44, semilocal x 4.22
Doubled cell, halved Nk: exchange FFT work x 2.11, semilocal x 2.11
```
